# Charge Transition Levels from DFT Plus GW, with a Two-Path Test

## A centre with one coordinate

Consider a centre that can hold charge $q$ or, after capturing one electron, charge $q-1$. Charges are in units of the elementary charge. Let one coordinate $x$ describe the surrounding atoms, and let the two energies be parabolas of equal stiffness $k$:

$$E(q,x)=\tfrac12 kx^2,\qquad E(q-1,x)=\varepsilon+\tfrac12 k(x-a)^2. \tag{1}$$

The minima are at $x=0$ and $x=a$, and their energies differ by $\varepsilon$. Put $\lambda=\tfrac12ka^2$. There are two ways from the first minimum to the second.

- Add the electron at $x=0$, which costs $\varepsilon+\lambda$, then relax, which yields $-\lambda$.
- Distort the empty centre to $x=a$, which costs $\lambda$, then add the electron there, which costs $\varepsilon-\lambda$.

Both sums equal $\varepsilon$. Suppose now that the vertical steps are exact, but that the relaxation energies come from another method, which gives $\lambda'$ for both. The sums become

$$\varepsilon_A=\varepsilon+\lambda-\lambda',\qquad \varepsilon_B=\varepsilon-\lambda+\lambda',\qquad \varepsilon_A-\varepsilon_B=2(\lambda-\lambda'). \tag{2}$$

The mismatch reveals the error without knowledge of $\varepsilon$. If instead both vertical energies were wrong by the same amount $s$, both sums would shift by $s$ and the mismatch would not change. The general construction has the same strength and the same blind spot.

## The level and its two decompositions

Let $E(q,R)$ be the ground-state energy at static nuclear positions $R$, and let $R_q$ minimize it. Zero-point and thermal energies are omitted. With electron chemical potential $\mu_e$, the formation energy is

$$E_f(q)=E(q,R_q)-E_{\rm ref}+q\mu_e, \tag{3}$$

where $E_{\rm ref}$ contains the host and the atomic reservoirs. It is the same for both charge states, because they contain the same atoms. The transition level $\varepsilon(q/q-1)$ is the value of $\mu_e$ at which $E_f(q)=E_f(q-1)$:

$$E(q,R_q)+q\varepsilon=E(q-1,R_{q-1})+(q-1)\varepsilon .$$

Subtracting $(q-1)\varepsilon$ and $E(q,R_q)$ from both sides gives

$$\varepsilon(q/q-1)=E(q-1,R_{q-1})-E(q,R_q). \tag{4}$$

For a defect in a solid, the level is quoted after subtracting a band-edge energy on the same potential reference.

Adding and subtracting the mixed corner $E(q-1,R_q)$ in (4) gives path A:

$$\varepsilon=\underbrace{E(q-1,R_q)-E(q,R_q)}_{\varepsilon_{\rm add}(q;R_q)}+\underbrace{E(q-1,R_{q-1})-E(q-1,R_q)}_{\le 0}. \tag{5}$$

The other mixed corner, $E(q,R_{q-1})$, gives path B:

$$\varepsilon=\underbrace{E(q-1,R_{q-1})-E(q,R_{q-1})}_{\varepsilon_{\rm rem}(q-1;R_{q-1})}+\underbrace{E(q,R_{q-1})-E(q,R_q)}_{\ge 0}. \tag{6}$$

The signs of the relaxation terms follow because $R_{q-1}$ and $R_q$ are minima of their own surfaces.

## Why the vertical terms are quasiparticle energies

At fixed $R$, let $|N\rangle$ be the ground state with $N$ electrons and energy $E_N$, and let $c_p^\dagger$ create an electron in orbital $p$. Apart from infinitesimals, the one-particle Green function is

$$G_{pp}(\omega)=\langle N|c_p\frac{1}{\omega+E_N-H}c_p^\dagger|N\rangle+\langle N|c_p^\dagger\frac{1}{\omega-E_N+H}c_p|N\rangle. \tag{7}$$

Inserting eigenstates of $H$ with $N+1$ electrons in the first term puts its poles at $\omega=E_{N+1,n}-E_N$. Eigenstates with $N-1$ electrons put the poles of the second term at $\omega=E_N-E_{N-1,n}$. The lowest addition pole for charge $q$ is therefore the vertical term in (5), and the highest removal pole for charge $q-1$ is that in (6), provided that the ground states involved have nonzero amplitude in (7).

The GW method approximates these poles. Write $h$ for the kinetic and external part of the Hamiltonian and $v_H$ for the Hartree potential. The quasiparticle equation is $[h+v_H+\Sigma(\omega)]\psi=\omega\psi$, while a Kohn–Sham orbital obeys $[h+v_H+v_{xc}]\varphi=\varepsilon_{KS}\varphi$. Taking $\psi\approx\varphi$ and projecting on $\varphi$ gives

$$\omega=\varepsilon_{KS}+\langle\varphi|\Sigma_x-v_{xc}|\varphi\rangle+\Sigma_c(\omega). \tag{8}$$

Here $\Sigma_x$ is the Fock exchange operator. The correlation part is the convolution

$$\Sigma_c(\omega)=\frac{i}{2\pi}\int d\omega'\,G_0(\omega+\omega')W_c(\omega'),$$

where $W_c$ is the screened minus the bare interaction. In the random-phase approximation (RPA), neutral excitations of energy $\Omega_s$ give

$$W_c(\omega')=\sum_s w_{pm,s}^2\left[\frac{1}{\omega'-\Omega_s+i\eta}-\frac{1}{\omega'+\Omega_s-i\eta}\right],$$

with $w_{pm,s}$ the Coulomb coupling between the orbital product $\varphi_p\varphi_m$ and the transition density of excitation $s$. For an empty orbital $m$, the pole of $G_0$ lies in the lower half-plane. Closing the contour above encloses the pole at $-\Omega_s+i\eta$. For a filled $m$, closing below encloses the pole at $\Omega_s-i\eta$. The residues give

$$\Sigma_c(\omega)=\sum_{m\,\rm empty}\sum_s\frac{w_{pm,s}^2}{\omega-\varepsilon_m-\Omega_s}+\sum_{m\,\rm filled}\sum_s\frac{w_{pm,s}^2}{\omega-\varepsilon_m+\Omega_s}, \tag{9}$$

where $m$ has the same spin as $p$. When $G_0$ and $W$ are both built from Kohn–Sham orbitals and energies, the method is called $G_0W_0$.

## What the mismatch measures

The DFT+GW construction takes the vertical terms from (8) and the relaxation terms from DFT, at DFT geometries. Define the DFT vertical difference

$$D(R)=E^{\rm DFT}(q-1,R)-E^{\rm DFT}(q,R). \tag{10}$$

Adding and subtracting $E^{\rm DFT}(q,R_q)$ in path A gives

$$\varepsilon_A=\varepsilon_{\Delta\rm SCF}+c_A,\qquad c_A=\varepsilon^{GW}_{\rm add}(q;R_q)-D(R_q), \tag{11}$$

where $\varepsilon_{\Delta\rm SCF}=E^{\rm DFT}(q-1,R_{q-1})-E^{\rm DFT}(q,R_q)$ is the pure DFT level. Adding and subtracting $E^{\rm DFT}(q-1,R_{q-1})$ in path B gives

$$\varepsilon_B=\varepsilon_{\Delta\rm SCF}+c_B,\qquad c_B=\varepsilon^{GW}_{\rm rem}(q-1;R_{q-1})-D(R_{q-1}). \tag{12}$$

Hence

$$\Delta\equiv\varepsilon_A-\varepsilon_B=c_A-c_B. \tag{13}$$

The test asks whether GW corrects the DFT vertical difference by the same amount at both ends of the relaxation. If it does, DFT+GW is the DFT level plus one well-defined correction. If it does not, the result depends on the path.

If the two geometries coincide, $D$ cancels and $\Delta=\varepsilon^{GW}_{\rm add}(q;R)-\varepsilon^{GW}_{\rm rem}(q-1;R)$. By (7), the exact value is zero, since both terms are the same energy difference. An approximate GW calculation can give a nonzero value, because it starts from different orbitals and screening in the two charge states. A mismatch therefore need not come from DFT relaxation.

To see what $\Delta$ says about accuracy, let $\delta_{A,B}$ be the errors of the GW vertical energies and $r_{A,B}$ those of the DFT relaxation energies, all relative to exact energies at the same DFT geometries. Let $g$ be the exact energy difference between the two DFT-relaxed endpoints minus the true level. It is of second order in the geometry errors, because exact energies are stationary at exact minima. Then

$$\varepsilon_A-\varepsilon=\delta_A+r_A+g,\quad \varepsilon_B-\varepsilon=\delta_B+r_B+g,\quad \Delta=(\delta_A+r_A)-(\delta_B+r_B). \tag{14}$$

A nonzero $\Delta$ proves that at least one path is wrong, and the larger of the two absolute errors is at least $|\Delta|/2$. A zero $\Delta$ proves equal errors, not zero errors. In particular, if all four corner energies come from one approximate energy function, the loop closes however poor that function is.

## Worked example: the (+/0) level of H$_2$

An isolated hydrogen molecule has $q=1$, $q-1=0$ and its energy zero at the vacuum level. Full configuration interaction (FCI) gives the reference energies. It is exact within the cc-pVTZ basis used throughout, but corrects neither for the finite basis nor for nuclear motion. The GW energies also depend on the basis, so the errors quoted below are those in this basis, not basis-set limits. At a bond length of 1.00 Å, the addition pole of H$_2^+$ found from the first term of (7) is $-14.8079$ eV. A separate calculation of the energy difference gives the same value, which tests the identification made in (5). The relaxed FCI level is $-15.513$ eV. In the larger cc-pVQZ basis at the same bond lengths it is $-15.545$ eV, and the GW energies from BHandHLYP fall by 0.05 to 0.07 eV, so the values below are not converged in the second decimal.

With BLYP, the relaxed bonds are 0.747 Å for H$_2$ and 1.136 Å for H$_2^+$. Three decimals are kept below so that the sums can be followed. For adding a spin-down electron to H$_2^+$, (8) gives

$$-14.549+2.153-1.556=-13.952\ {\rm eV}.$$

The second term is positive because the ion has no spin-down electron: $\Sigma_x$ vanishes for that spin, and what remains is the removal of an attractive $v_{xc}$. For removal from H$_2$, the sum is $-10.356-5.773+0.374=-15.755$ eV, or $-15.756$ eV before rounding of the terms. With the DFT relaxation energies,

$$\varepsilon_A=-13.952-1.305=-15.257\ {\rm eV},\qquad \varepsilon_B=-15.756+1.051=-14.705\ {\rm eV}.$$

The same steps with BHandHLYP, which contains half Fock exchange, give the second column. All entries are in eV, and errors are relative to FCI.

| Quantity | BLYP | BHandHLYP |
|---|---:|---:|
| $\varepsilon_A$ | −15.257 | −15.236 |
| $\varepsilon_B$ | −14.705 | −15.317 |
| $\Delta$ | −0.552 | 0.081 |
| $c_A,\ c_B$ | 0.034, 0.586 | 0.159, 0.078 |
| $\delta_A,\ \delta_B$ | 0.247, 0.608 | 0.395, 0.106 |
| $r_A,\ r_B$ | 0.037, 0.227 | −0.114, 0.094 |
| $g$ | −0.027 | −0.004 |
| Error of $\varepsilon_A,\ \varepsilon_B$ | 0.256, 0.808 | 0.277, 0.196 |

For BLYP, the test reports a real fault. Equation (14) locates most of it in path B, where the GW removal energy is wrong by 0.61 eV and the relaxation energy of the ion by 0.23 eV. The latter is a self-interaction error: H$_2^+$ has one electron, for which the exact Hartree and exchange-correlation energies cancel, while those of BLYP do not.

For BHandHLYP, the mismatch is only 0.08 eV, yet both levels are too high by 0.2 to 0.3 eV. The GW errors contribute $0.395-0.106=0.289$ eV to $\Delta$, and the relaxation errors contribute $-0.114-0.094=-0.208$ eV. The small mismatch is thus partly a cancellation. Averaging the paths, which would remove the error in (2), leaves an error of 0.24 eV here, because both errors have the same sign. In cc-pVQZ at the same bond lengths the pattern persists with shifted numbers: $\Delta=0.105$ eV, made of about $+0.32$ eV from GW and $-0.21$ eV from relaxation, and the errors of $\varepsilon_A$ and $\varepsilon_B$ are 0.26 and 0.15 eV.

If Kohn–Sham eigenvalues replace the GW energies, the mismatch is $-6.55$ eV for BLYP and $-3.40$ eV for BHandHLYP. The GW step removes most of this inconsistency. It brings no clear gain over total-energy differences in this molecule, however. In the cc-pVTZ basis, the pure DFT levels, $-15.29$ and $-15.40$ eV, lie closer to FCI than the better GW path from the same functional, but only by 0.03 and 0.08 eV. Margins this small are comparable with the basis error: for BHandHLYP the margin falls to 0.01 eV in cc-pVQZ. They do not establish a ranking of the methods. The pure DFT loop closes by construction, so its closure says nothing about the accuracy of these levels.

## Charged supercells

In a periodic cell, a charged defect interacts with its images and with the neutralizing background. The corrections must respect the corners of the loop, including those where the ions are relaxed for the other charge.

Take a linear, isotropic medium with electronic and ionic susceptibilities $\chi_e$ and $\chi_i$. In Gaussian units, one Fourier component of the longitudinal fields has energy density

$$u=\frac{(\mathcal D-4\pi P_e-4\pi P_i)^2}{8\pi}+\frac{P_e^2}{2\chi_e}+\frac{P_i^2}{2\chi_i}, \tag{15}$$

where $\mathcal D$ is proportional to the defect charge $q$. The electrons follow at fixed $P_i$. Setting $\partial u/\partial P_e=0$ gives $P_e=\chi_e(\mathcal D-4\pi P_i)/\epsilon_\infty$, with $\epsilon_\infty=1+4\pi\chi_e$. Substitution leaves

$$u=\frac{(\mathcal D-4\pi P_i)^2}{8\pi\epsilon_\infty}+\frac{P_i^2}{2\chi_i}. \tag{16}$$

Let the ions be relaxed for another charge $q'$, with field $\mathcal D'$. Minimizing (16) at $\mathcal D'$ gives $P_i=\chi_i\mathcal D'/\epsilon_0$, with $\epsilon_0=\epsilon_\infty+4\pi\chi_i$. Define $\kappa=1/\epsilon_\infty-1/\epsilon_0$. Then $4\pi P_i=\epsilon_\infty\kappa\mathcal D'$ and $4\pi\chi_i=\epsilon_0\epsilon_\infty\kappa$. Inserting these in (16) at field $\mathcal D$ gives

$$8\pi u=\frac{\mathcal D^2}{\epsilon_\infty}-2\kappa\mathcal D\mathcal D'+\epsilon_\infty\kappa\Big(\kappa+\frac1{\epsilon_0}\Big)\mathcal D'^2=\frac{\mathcal D^2}{\epsilon_0}+\kappa(\mathcal D-\mathcal D')^2, \tag{17}$$

because $\kappa+1/\epsilon_0=1/\epsilon_\infty$.

Every Fourier component carries the same factor. For a compact unit charge in vacuum, a cubic cell of side $L$ lowers the energy by $C_1=\alpha/(2L)$ in atomic units, with $\alpha=2.8373$. The correction to add to the cell energy is therefore

$$C(q;q')=C_1\left[\frac{q^2}{\epsilon_0}+(q-q')^2\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)\right]. \tag{18}$$

For the two vertical total-energy differences, this gives

$$C(q-1;q)-C(q;q)=C_1\left[-\frac{2q}{\epsilon_0}+\frac1{\epsilon_\infty}\right], \tag{19}$$

$$C(q-1;q-1)-C(q;q-1)=C_1\left[-\frac{2(q-1)}{\epsilon_0}-\frac1{\epsilon_\infty}\right]. \tag{20}$$

The first term in each bracket is the interaction of the transferred electron with images of the initial charge. The second arises because a total-energy calculation repeats the added electron or hole in every cell. A GW calculation whose Coulomb singularity is fully integrated describes one added particle in the whole crystal. Within this model it needs the first term alone.

Take $L=12$ Å, $\epsilon_\infty=4$, $\epsilon_0=12$ and the (+/0) level, so that $C_1=1.702$ eV. The GW corrections are $-2(1.702)/12=-0.284$ eV on path A and zero on path B. The DFT relaxation corrections are $C(0;0)-C(0;1)=-0.284$ eV and $C(1;0)-C(1;1)=+0.284$ eV.

If (19) and (20) are applied in full to the GW energies, a false mismatch of $2C_1/\epsilon_\infty=0.85$ eV results. Leaving out all corrections gives the same false mismatch, since the full total-energy corrections sum to $-0.142$ eV on each path and cannot change $\Delta$. For pure DFT energies, by contrast, leaving them out keeps $\Delta=0$ and misplaces the level by 0.14 eV.

These dielectric constants are of the size found in ionic oxides, and the cell is of modest size for a defect calculation. Real defect charges have a finite extent. For a Gaussian charge with density proportional to $e^{-r^2/2\sigma^2}$ whose images do not overlap, the pair interaction $\mathrm{erf}(r/2\sigma)/r$ has a space integral smaller than that of $1/r$ by $4\pi\sigma^2$. With the cell-averaged potential set to zero, this changes $C_1$ to $\alpha/(2L)-2\pi\sigma^2/L^3$. For $\sigma=L/10$, the reduction is about 4%, from 1.70 to 1.63 eV. For a shallow state that spreads over the whole cell, the compact-charge assumption fails and (18) should not be used. In anisotropic hosts and slabs the screening does not reduce to a common factor, so $C_1/\epsilon_0$ and $C_1/\epsilon_\infty$ must each be replaced by an electrostatic energy computed with the corresponding dielectric response. The numerical output follows this section.

## Computed values

```
H2 (+/0) level, zero = vacuum, basis cc-pvtz
Green pole at 1.00 angstrom: -14.8079 eV
FCI energy difference there: -14.8079 eV
FCI bonds R0, Rp: 0.7426, 1.0573 angstrom
FCI relaxed level: -15.513 eV
--- BLYP; all energies below in eV
bonds R0, Rp: 0.7467, 1.1356 angstrom
H2+ add at Rp: KS -14.549, Sx-vxc 2.153, Sc -1.556, GW -13.952
H2 remove at R0: KS -10.356, Sx-vxc -5.773, Sc 0.374, GW -15.756
DFT relaxation A, B: -1.305, 1.051
GW+DFT level A, B: -15.257, -14.705
GW+DFT mismatch A-B: -0.552
KS+DFT level A, B: -15.854, -9.306
KS+DFT mismatch A-B: -6.548
Delta-SCF level: -15.291
vertical DFT difference at Rp, R0: -13.986, -16.342
GW minus vertical DFT at Rp, R0: 0.034, 0.586
FCI vertical at Rp, R0: -14.199, -16.364
FCI relaxation A, B: -1.341, 0.823
GW vertical error A, B: 0.247, 0.608
DFT relaxation error A, B: 0.037, 0.227
geometry contribution to error: -0.0273
total level error A, B: 0.256, 0.808
--- BHandHLYP; all energies below in eV
bonds R0, Rp: 0.7371, 1.0891 angstrom
H2+ add at Rp: KS -14.801, Sx-vxc 2.174, Sc -1.370, GW -13.997
H2 remove at R0: KS -13.656, Sx-vxc -2.546, Sc -0.128, GW -16.330
DFT relaxation A, B: -1.239, 1.013
GW+DFT level A, B: -15.236, -15.317
GW+DFT mismatch A-B: 0.081
KS+DFT level A, B: -16.040, -12.643
KS+DFT mismatch A-B: -3.397
Delta-SCF level: -15.396
vertical DFT difference at Rp, R0: -14.156, -16.408
GW minus vertical DFT at Rp, R0: 0.159, 0.078
FCI vertical at Rp, R0: -14.392, -16.436
FCI relaxation A, B: -1.125, 0.918
GW vertical error A, B: 0.395, 0.106
DFT relaxation error A, B: -0.114, 0.094
geometry contribution to error: -0.0043
total level error A, B: 0.277, 0.196
--- Supercell model, (+/0); energies below in eV
cubic cell: 12.0 angstrom; Madelung constant: 2.837297
electronic, static dielectric constants: 4.0, 12.0
unit-charge vacuum correction: 1.7023
C(1;1), C(0;1): 0.1419, 0.2837
C(1;0), C(0;0): 0.4256, 0.0000
total-energy vertical correction A, B: 0.1419, -0.4256
relaxation correction A, B: -0.2837, 0.2837
summed total-energy correction A, B: -0.1419, -0.1419
GW image correction A, B: -0.2837, 0.0000
false A-B if full correction is put on GW: 0.8512
```
